# Quasi-localized zero mode of a graphene vacancy and its supercell families: verification in Python

```python
"""Vacancy in the nearest-neighbour honeycomb model, lengths in a, energies in t.

Result under test: removing one A site leaves a zero-energy solution on B,
    psi -> s/(pi r) * sin(K.R + theta),   s = sum of psi on the three neighbours,
whose norm grows as C ln(radius), C = 2/(sqrt(3) pi).  In N x N supercells the
zero modes, their weight near the vacancy and the first level depend on whether
3 divides N.  Cell R = m a1 + n a2; f(k) = 1 + exp(-i k.a1) + exp(-i k.a2);
S = (1/N^2) sum over the folded mesh of 1/|f|^2, Dirac points omitted.
"""
import numpy as np
from scipy.optimize import brentq

pi = np.pi
root3 = np.sqrt(3.0)
C = 2 / (root3 * pi)

# ---------- infinite lattice: amplitudes from the one-dimensional integral
M = 100
cells = np.arange(-M, M + 1)
nodes, weights = np.polynomial.legendre.leggauss(400)


def amplitude_rows(m_values, centre, half_width, sign):
    beta = centre + half_width * nodes
    c = 1 + np.exp(-1j * beta)
    w = weights * half_width / (2 * pi)
    left = np.array([sign * (-1.0) ** abs(m) * c ** (-(int(m) + 1)) * w
                     for m in m_values])
    return (left @ np.exp(1j * np.outer(beta, cells))).real


psi = np.vstack([amplitude_rows(cells[cells < 0], pi, pi / 3, -1),
                 amplitude_rows(cells[cells >= 0], 0.0, 2 * pi / 3, 1)])

# the defining lattice equation, including the unit source at the vacancy
residual = psi[1:, 1:] + psi[:-1, 1:] + psi[1:, :-1]
residual[M - 1, M - 1] -= 1
mm, nn = np.meshgrid(cells, cells, indexing="ij")
x = (mm - nn) / 2
y = root3 / 2 * (mm + nn) + 1 / root3
r = np.hypot(x, y)
inside = r[1:, 1:] < 80
equation_error = np.max(np.abs(residual[inside]))
assert equation_error < 1e-9
neighbours = np.array([psi[M, M], psi[M - 1, M], psi[M, M - 1]])
assert np.allclose(neighbours, 1 / 3, atol=1e-11)

tail = np.sin(2 * pi * (mm - nn) / 3 + np.arctan2(y, x)) / (pi * r)
print("Infinite lattice, s = 1, lengths in a")
print(f"amplitude on each neighbour: {neighbours[0]:.6f}")
print(f"largest error of lattice equation: {equation_error:.1e}")
for low, high in ((20, 30), (60, 80)):
    ring = (r > low) & (r < high)
    scaled_error = np.max(r[ring] ** 2 * np.abs(psi[ring] - tail[ring]))
    assert scaled_error < 0.3
    print(f"max r^2 |psi - tail|, {low} < r < {high}: {scaled_error:.4f}")
i, j = M + 30, M + 10
print(f"cell m=30, n=10: r = {r[i, j]:.4f} a, psi = {psi[i, j]:.7f},"
      f" tail = {tail[i, j]:.7f}")
disc = {rad: np.sum(psi[r < rad] ** 2) for rad in (20, 40, 80)}
for rad, value in disc.items():
    print(f"norm inside radius {rad} a: {value:.5f}")
slope = (disc[80] - disc[20]) / np.log(4)
assert abs(slope / C - 1) < 0.03
print(f"slope of norm against ln(radius): {slope:.5f}; C = {C:.5f}")


# ---------- folded meshes
def f_squared(N, alpha=0.0, beta=0.0):
    k = 2 * pi * np.arange(N) / N
    return np.abs(1 + np.exp(-1j * (k + alpha))[:, None]
                  + np.exp(-1j * (k + beta))[None, :]) ** 2


def mesh_sum(N, alpha=0.0, beta=0.0):
    f2 = f_squared(N, alpha, beta)
    return np.sum(1 / f2[f2 > 1e-12]) / N**2


c0 = mesh_sum(900) - C * np.log(900)
c0_small = mesh_sum(300) - C * np.log(300)
assert abs(c0 - c0_small) < 1e-4
print("Mesh sums S at Gamma (dimensionless)")
print(f"c0 from N=900: {c0:.6f}; from N=300: {c0_small:.6f}")

# family offset and the finer splitting caused by trigonal warping
offset = 0.75 * C * np.log(3)
u, v = np.meshgrid(np.arange(-100, 101), np.arange(-100, 101))
p = 1 + u * (1.5 + 0.5j * root3) + v * (1.5 - 0.5j * root3)
w = np.sum((p**3).real / np.abs(p) ** 4 * np.exp(-np.abs(p) ** 2 / 30**2))
warp = w / (root3 * pi)
rest = {N: mesh_sum(N) - C * np.log(N) - c0 for N in (599, 601)}
mean_offset = (rest[599] + rest[601]) / 2
assert abs(mean_offset - offset) < 1e-4
scaled = {N: N * (rest[N] - offset) for N in rest}
assert abs(scaled[599] / warp - 1) < 0.02
assert abs(scaled[601] / warp + 1) < 0.02
print(f"family offset, mean of N=599,601: {mean_offset:.6f};"
      f" (3/4) C ln 3 = {offset:.6f}")
print(f"lattice sum w = {w:.4f}; w/(sqrt(3) pi) = {warp:.4f}")
print(f"N*(S - law): N=599: {scaled[599]:.4f}; N=601: {scaled[601]:.4f}")


# ---------- diagonalization of supercells with one vacancy
def diagonalize(N, alpha=0.0, beta=0.0):
    hop = np.zeros((N * N, N * N), dtype=complex)
    for m in range(N):
        for n in range(N):
            row = m * N + n
            hop[row, row] -= 1
            hop[row, ((m - 1) % N) * N + n] -= np.exp(-1j * alpha)
            hop[row, m * N + (n - 1) % N] -= np.exp(-1j * beta)
    cut_bonds = hop[0]
    kept = hop[1:]
    n_a = N * N - 1
    H = np.zeros((2 * N * N - 1,) * 2, dtype=complex)
    H[:n_a, n_a:] = kept
    H[n_a:, :n_a] = kept.conj().T
    energy, vectors = np.linalg.eigh(H)
    zero = vectors[:, np.abs(energy) < 1e-9]
    on_a, on_b = zero[:n_a], zero[n_a:]
    near = np.sum(np.abs(on_b[np.abs(cut_bonds) > 0.5]) ** 2)
    symmetric = np.sum(np.abs(cut_bonds @ on_b) ** 2) / 3
    return energy, np.sum(np.abs(on_a) ** 2), on_b, near, symmetric


print("Supercells at Gamma: zero modes, neighbour weight, first level (t)")
for N in range(9, 16):
    energy, a_weight, on_b, near, symmetric = diagonalize(N)
    count = on_b.shape[1]
    first = np.min(energy[energy > 1e-9])
    S = mesh_sum(N)
    f2 = f_squared(N)
    f2 = f2[f2 > 1e-12]
    if N % 3 == 0:
        assert count == 3 and abs(a_weight - 1) < 1e-8
        assert abs(near - 6 / N**2) < 1e-8 and symmetric < 1e-12
        exact_root = brentq(lambda E: 2 - E**2 * np.sum(1 / (f2 - E**2)),
                            1e-6, np.sqrt(f2.min()) * (1 - 1e-9), xtol=1e-13)
        estimate = np.sqrt(2 / S) / N
        assert abs(first - exact_root) < 1e-9
        assert 0.95 < first / estimate < 1
    else:
        assert count == 1 and a_weight < 1e-12
        assert abs(near - 1 / (3 * S)) < 1e-8
        assert abs(symmetric - near) < 1e-8
        assert abs(first - np.sqrt(f2.min())) < 1e-9
        assert np.sum(np.abs(energy - first) < 1e-8) == 5
        estimate = 2 * pi / (root3 * N)
        assert abs(first / estimate - 1) < 0.15   # next order is 1/N
    print(f"N={N}: {count}, {near:.5f}, {first:.5f};"
          f" S = {S:.5f}, level estimate = {estimate:.5f}")

# a general Bloch vector, and the supercell corner when 3 does not divide N
for N in (9, 10):
    _, _, on_b, _, symmetric = diagonalize(N, 0.11, -0.04)
    predicted = 1 / (3 * mesh_sum(N, 0.11, -0.04))
    assert on_b.shape[1] == 1 and abs(symmetric - predicted) < 1e-8
    print(f"N={N}, phases 0.11,-0.04 rad: symmetric weight {symmetric:.5f},"
          f" 1/(3S) = {predicted:.5f}")
_, a_weight, on_b, near, symmetric = diagonalize(10, 2 * pi / 3, -2 * pi / 3)
assert on_b.shape[1] == 1 and a_weight < 1e-12 and symmetric < 1e-12
assert np.allclose(np.abs(on_b) ** 2, 1 / 100, atol=1e-9)
print(f"N=10 at supercell corner: {on_b.shape[1]} zero mode,"
      f" neighbour weight {near:.5f}")


# ---------- average of the symmetric neighbour weight over Bloch vectors
def averaged_weight(N, points=16):
    total = N * points
    k = 2 * pi * (np.arange(total) + 0.5) / total
    phase = np.exp(-1j * k)
    inverse = 1 / np.abs(1 + phase[:, None] + phase[None, :]) ** 2
    S = inverse.reshape(N, points, N, points).sum(axis=(0, 2)) / N**2
    return np.mean(1 / (3 * S))


average = {N: averaged_weight(N) for N in (59, 60, 61)}
excess = average[60] - (average[59] + average[61]) / 2
assert excess > 1e-3
assert abs(averaged_weight(60, 12) - average[60]) < 0.1 * excess
print("Symmetric neighbour weight averaged over Bloch vectors")
for N, value in average.items():
    print(f"N={N}: {value:.5f}")
print(f"excess of N=60 over mean of N=59,61: {excess:.5f}")
print("every check passed")
```

Running it gives:

```
Infinite lattice, s = 1, lengths in a
amplitude on each neighbour: 0.333333
largest error of lattice equation: 2.7e-14
max r^2 |psi - tail|, 20 < r < 30: 0.2029
max r^2 |psi - tail|, 60 < r < 80: 0.1894
cell m=30, n=10: r = 36.6106 a, psi = -0.0061058, tail = -0.0062386
norm inside radius 20 a: 1.51300
norm inside radius 40 a: 1.76938
norm inside radius 80 a: 2.02429
slope of norm against ln(radius): 0.36882; C = 0.36755
Mesh sums S at Gamma (dimensionless)
c0 from N=900: -0.097960; from N=300: -0.097967
family offset, mean of N=599,601: 0.302852; (3/4) C ln 3 = 0.302848
lattice sum w = 2.2785; w/(sqrt(3) pi) = 0.4187
N*(S - law): N=599: 0.4203; N=601: -0.4176
Supercells at Gamma: zero modes, neighbour weight, first level (t)
N=9: 3, 0.07407, 0.18335; S = 0.70053, level estimate = 0.18774
N=10: 1, 0.32862, 0.38197; S = 1.01434, level estimate = 0.36276
N=11: 1, 0.29547, 0.30972; S = 1.12815, level estimate = 0.32978
N=12: 3, 0.04167, 0.12872; S = 0.81020, level estimate = 0.13093
N=13: 1, 0.29806, 0.29079; S = 1.11835, level estimate = 0.27905
N=14: 1, 0.27613, 0.24698; S = 1.20718, level estimate = 0.25911
N=15: 3, 0.02667, 0.09836; S = 0.89406, level estimate = 0.09971
N=9, phases 0.11,-0.04 rad: symmetric weight 0.15986, 1/(3S) = 0.15986
N=10, phases 0.11,-0.04 rad: symmetric weight 0.30128, 1/(3S) = 0.30128
N=10 at supercell corner: 1 zero mode, neighbour weight 0.03000
Symmetric neighbour weight averaged over Bloch vectors
N=59: 0.15441
N=60: 0.16335
N=61: 0.15364
excess of N=60 over mean of N=59,61: 0.00933
every check passed
```
